Density profile of a Boltzmann electron accumulation layer

A positively biased gate draws electrons to the surface of a semiconductor that contains few electrons of its own. This problem finds how their density falls with depth, where the simple law stops holding, and what it gives for a capacitor on high-resistivity silicon.

The semiconductor fills x ≥ 0, with its surface at x = 0. All quantities depend on x alone, and a prime means d/dx. The electrostatic potential is φ, the electron density n, the permittivity ε, and q > 0 the elementary charge. The thermal voltage is V_t = kT/q. A subscript s marks surface values. The electrons are in equilibrium in their mean potential and obey Boltzmann statistics. Until part (f), donors and holes are left out.

**(a) Write Poisson's equation for the layer in dimensionless potential, and identify the length in it.**

In equilibrium the Fermi level is constant. The potential energy of an electron is −qφ, so the conduction band edge moves down where φ moves up. The Boltzmann density relative to the surface is therefore

n = n_s exp[(φ − φ_s)/V_t].

The charge density is ρ = −qn. Poisson's equation, φ'' = −ρ/ε, becomes

φ'' = qn/ε.

Define u = (φ − φ_s)/V_t, so that u(0) = 0 and n = n_s e^u. Dividing by V_t gives

u'' = [q n_s/(εV_t)] e^u = e^u/L_s²,

L_s = √(εV_t/(q n_s)) = √(ε kT/(q² n_s)).

L_s is the Debye length formed with the surface density. Small potential changes in a uniform electron gas of density n_s, on a fixed neutralizing background, would decay exponentially over this length. Here there is no background, and the potential changes are not small.

**(b) Integrate once. Which integration constant is allowed if the layer extends to infinite depth and the field vanishes there?**

Multiply by u'. The left side is u'u'' = (u'²/2)', and the right side is e^u u'/L_s² = (e^u)'/L_s². Integration gives

u'² = 2e^u/L_s² + C.

To find C, note that u'' > 0 everywhere, so u' increases with depth. It must increase towards zero, hence u' < 0 at every finite depth and u falls steadily. Could u level off at a finite value? Then u'' would approach a positive constant and u' would grow without limit, which contradicts u' → 0. So u → −∞ and e^u → 0. The first integral at infinite depth then reads 0 = 0 + C, and

C = 0.

The other signs have a meaning too. If C > 0, a field V_t√C remains deep in the material, which needs a charge on the far side. If C < 0, e^u cannot fall below −CL_s²/2. The density reaches a minimum at finite depth and rises again; part (e) uses the first portion of this solution.

A numerical test started u'' = e^u/L_s² from the surface with slopes 5% too steep and 5% too shallow. At u = 0 the value C = 0 requires |u'|L_s = √2, so these slopes have CL_s² = 2(1.05² − 1) and 2(0.95² − 1). The steep start left |u'|L_s = 0.4528 at large depth, equal to √[2(1.05² − 1)]. The shallow start gave a minimum n/n_s = 0.0975, equal to 1 − 0.95².

**(c) Integrate again and find n(x).**

With C = 0 there are two roots for u'. Accumulation at the surface means that u falls with depth, so the negative root applies:

u' = −(√2/L_s) e^{u/2}.

The variables separate if one differentiates e^{−u/2}:

(e^{−u/2})' = −(1/2)u' e^{−u/2} = 1/(√2 L_s).

The right side is constant. Since e^{−u/2} = 1 at the surface,

e^{−u/2} = 1 + x/(√2 L_s).

Squaring and inverting gives e^u, and hence the density:

n(x) = n_s/(1 + x/x0)², x0 = √2 L_s.

The density decays as the inverse square of the shifted depth x + x0, and the shift is √2 surface-density Debye lengths. Because n_s x0² = 2n_s L_s² = 2εV_t/q, the same result reads

n(x) = 2εV_t/[q(x + x0)²].

Direct substitution confirms it. From u = −2 ln(1 + x/x0) one has u' = −2/(x + x0) and u'' = 2/(x + x0)². On the other side, e^u/L_s² = x0²/[L_s²(x + x0)²] = 2/(x + x0)².

The second form shows that n_s enters through the shift alone. For x ≫ x0 the density tends to 2εV_t/(qx²), whatever the surface density. Within this model, a stronger gate charge cannot raise the density at depth x above that value.

The decay is a power law because screening weakens as the electrons thin out. The Debye length formed with the local density is

L(x) = √(εV_t/(qn)) = (x + x0)/√2,

which grows in proportion to the shifted depth. An exponential would need a fixed length. The shift matters near the surface: the logarithmic slope against unshifted depth is

d ln n/d ln x = −2x/(x + x0),

which is −1 at x = x0 and approaches −2 only for x ≫ x0.

**(d) Find the field, the sheet density and the distribution of the charge. What balances the pressure of the electrons?**

The field is F = −φ' = −V_t u', so

F(x) = 2V_t/(x + x0), F_s = 2V_t/x0.

It is positive: it points from the gate into the semiconductor and pulls electrons towards the surface. The sheet density is

N = ∫₀^∞ n dx = n_s x0² [−1/(x + x0)]₀^∞ = n_s x0.

Gauss's law agrees, since εF_s = 2εV_t/x0 = q n_s x0 = qN.

Stopping the integral at depth x gives the fraction of electrons above that depth:

N(x)/N = 1 − x0/(x + x0) = x/(x + x0).

Half of the electrons lie within x0, and nine tenths within 9x0. The mean depth does not exist in the ideal model: at large x the integrand xn falls as 1/x, and its integral grows logarithmically. The median depth x0 is the useful measure of thickness.

Now multiply the first integral by εV_t²/2. Since εV_t²/L_s² = n_s kT, it becomes

εF²/2 = n kT.

The electron gas pushes outward with pressure nkT, and the electrostatic stress εF²/2 holds it.

If the gate charge is given instead of n_s, use x0 = 2εV_t/(qN) and n_s = N/x0 = q²N²/(2ε kT). Doubling N halves the thickness and multiplies the surface density by four. At fixed N the thickness is proportional to T; at fixed n_s it is proportional to √T, if ε is constant.

**(e) Let the semiconductor be a film of thickness W, still without donors, with zero field at its back. Find n(x) and recover the result of (c).**

Let n_m be the density at the back and L_m = √(εV_t/(q n_m)). Measure depth from the back by y = W − x, and put w = ln(n/n_m). Then w = 0 and dw/dy = 0 at y = 0. Poisson's equation is d²w/dy² = e^w/L_m², and its first integral is

(dw/dy)² = (2/L_m²)(e^w − 1).

Towards the surface w rises, so the positive root applies. Substitute e^{−w/2} = cos θ. Then e^w − 1 = 1/cos²θ − 1 = tan²θ, and w = −2 ln cos θ gives dw/dy = 2 tan θ dθ/dy. The factor tan θ cancels:

dθ/dy = 1/(√2 L_m), θ = y/(√2 L_m),

n(x) = n_m/cos²[(W − x)/(√2 L_m)].

Let Θ = W/(√2 L_m) be the angle at the surface. There cos²Θ = n_m/n_s = L_s²/L_m², and L_s/L_m = Θ√2 L_s/W, so

cos Θ = Θ x0/W.

For W ≫ x0 the right side is small and Θ approaches π/2 from below. At depths x ≪ W,

cos(Θ − Θx/W) ≈ cos Θ + (Θx/W) sin Θ ≈ Θ(x0 + x)/W.

Therefore n/n_s = cos²Θ/cos²(Θ − Θx/W) → x0²/(x + x0)², as in (c).

The density at the back follows from L_m = W/(√2 Θ):

n_m = 2εV_tΘ²/(qW²) < π²εV_t/(2qW²).

However strong the gate, a classical undoped film with zero field at its back cannot have more than this density there.

The shallow start in (b) tests this solution. It has n_m/n_s = 0.0975, so the minimum should lie at L_s√(2/0.0975) arccos√0.0975 = 5.68 L_s. The integration found 5.676 L_s.

**(f) Restore ionized donors of density n_b. How far into the semiconductor does the inverse-square law hold?**

With no bulk density at all, φ falls as −2V_t ln(1 + x/x0) without limit, and there is no flat-band region. Donors supply one. Let v be the potential above the neutral bulk in units of V_t, so n = n_b e^v, and let L_b be the Debye length of n_b. The net charge is q(n_b − n), and

v'' = (e^v − 1)/L_b².

Multiplying by v' and integrating from the bulk, where v = v' = 0, gives

v'² = (2/L_b²)(e^v − v − 1).

The ideal law keeps e^v alone. To find the first correction, let z = x + x0, let n0 be the ideal density, and let v0 = ln(n0/n_b). Since 2εV_t/(q n_b) = 2L_b²,

e^{v0} = 2L_b²/z², v0' = −2/z.

Write v = v0 + δ, where δ = ln(n/n0). The terms v0'² and 2e^{v0}/L_b² cancel. To first order, what remains is

2v0'δ' = (2/L_b²)(e^{v0}δ − v0 − 1),

−4δ'/z = 4δ/z² − (2/L_b²)(v0 + 1).

Multiply by −z²/4 and collect the terms in δ:

(zδ)' = (z²/2L_b²)(1 + v0).

Integration by parts, with v0' = −2/z, gives ∫z²v0 dz = z³v0/3 + 2z³/9. Adding ∫z² dz = z³/3 gives z³(v0 + 5/3)/3. The surface density is held at n_s, so δ = 0 at z = x0. Using z²/(6L_b²) = n_b/(3n0),

δ = g(n0) − (x0/z) g(n_s), g(n) = (n_b/3n)[ln(n/n_b) + 5/3].

The ideal law therefore needs n0 ≫ n_b, which is the same as

x + x0 ≪ √2 L_b.

To see the inverse square itself one also needs x ≫ x0. Both conditions can be met only if n_s exceeds n_b by several powers of ten. In that range δ is positive: the true density lies above the ideal one, as it must in order to level off at n_b.

The donor equation was also integrated numerically from the bulk to the surface, without its first integral. For n_b/n_s = 10⁻¹⁰, the measured shift was 1.414215 L_s, against √2 = 1.414214. The largest relative departure from the ideal profile down to 100x0 was 5.3 × 10⁻⁶. The formula explains its size: at 100x0, n0/n_b = 9.8 × 10⁵, and g = (13.8 + 1.67)/(2.94 × 10⁶) = 5.3 × 10⁻⁶.

**(g) A metal gate on 10 nm of oxide holds high-resistivity n-type silicon in weak accumulation at 300 K, with n_s = 10¹⁶ cm⁻³ and n_b = 10¹² cm⁻³. Find the shift, the field, the charge, the gate voltage and the range of the law.**

The relative permittivities are 11.7 for silicon and 3.9 for the oxide, and V_t = 25.85 mV. The surface Debye length is L_s = 40.88 nm, so

x0 = 1.4142 × 40.88 nm = 57.8 nm.

The surface field and sheet density follow:

F_s = 2 × 25.85 mV/57.8 nm = 8.94 kV/cm,

N = 10¹⁶ cm⁻³ × 57.8 × 10⁻⁷ cm = 5.78 × 10¹⁰ cm⁻²,

or 9.3 × 10⁻³ μC/cm². The full donor solution changes the field to 8.938 kV/cm from the ideal 8.942 kV/cm, which is negligible.

The bands bend by V_t ln(n_s/n_b) = 25.85 mV × ln 10⁴ = 0.238 V. With no charge at the interface, εF is continuous there, so the oxide field is 11.7/3.9 = 3 times F_s, or 26.8 kV/cm. Over 10 nm this drops 26.8 mV. The gate stands 0.238 + 0.027 = 0.265 V above its flat-band voltage.

The profile, with δ from the full solution and from part (f), is:

x (nm) | n0 (cm⁻³) | δ full | δ formula
100 | 1.34 × 10¹⁵ | 0.0021 | 0.0021
300 | 2.61 × 10¹⁴ | 0.0092 | 0.0092
1000 | 2.99 × 10¹³ | 0.057 | 0.056
3000 | 3.58 × 10¹² | 0.29 | 0.27

At 100 nm, for instance, (1 + 100/57.8)² = 7.45, which gives the first density. Down to 300 nm the donors raise the density by less than 1% of its ideal value, and at 1 μm by about 6%. At 3 μm the excess is about 34%, since e^0.293 = 1.34, and the ideal law has failed. This fits L_b = 4.09 μm. Donors at this density are about 1 μm apart, so the small corrections computed from a uniform donor charge are averages along the surface. The shifted law is thus useful from near the surface to about 1 μm. The plain inverse square is only approached in this range: the ideal logarithmic slope from (c) is −1.5 at 3x0 and −1.89 at 1 μm. With donors the slope at 1 μm is −1.80, and it is nowhere steeper than about −1.8, because the density begins to level off before the inverse square is reached.

**(h) How large are the neglected effects here, and what happens in stronger accumulation?**

One neglected effect is quantum exclusion at the oxide, taken here as a hard wall. A standing wave sin(kx) has relative density 2 sin²(kx) = 1 − cos(2kx). In a Boltzmann gas k has a Gaussian distribution of variance mkT/ħ² = 2π/λ², where λ = h/√(2πmkT). The average of cos(2kx) is then exp(−4πx²/λ²). The length of classical gas missing at the wall is

∫₀^∞ exp(−4πx²/λ²) dx = λ/4.

For a (100) surface, two silicon valleys have mass 0.916 and four have mass 0.19 normal to the surface, in electron masses. Their wavelengths are 4.50 and 9.87 nm, so the mean missing length is (2 × 4.50 + 4 × 9.87)/24 = 2.02 nm. Solving the Schrödinger equation in the fixed ideal potential gives 1.94 nm, or 3.3% of x0. The density is 0.57 of the classical value at 2 nm, 0.97 at 5 nm and 1.00 at 10 nm. These figures leave out the image energy estimated below; including it, with the gate, lowers the first two to about 0.47 and 0.93. Thus n_s is a parameter of the classical profile, not the actual density at the interface. At fixed gate charge the excluded electrons must sit deeper. To first order, the profile beyond the wall region moves inward by the missing length, about 2 nm. This raises the density at 100 nm by roughly 2 × 2/158, or 2.5%, which is more than the donors do there.

The other estimates are:

- For a thick oxide without a gate, the image energy of an electron would be +0.12 kT at 5 nm and +0.03 kT at 20 nm, a repulsion. A metal gate behind 10 nm of oxide adds an attraction and changes these values to about +0.03 kT and −0.02 kT. The sign thus depends on depth, and at these depths the energies are small against kT. Closer to the oxide the repulsion grows roughly as 1/x and reaches about kT near 0.5 nm, where quantum exclusion already removes most of the electrons.
- Two electrons a distance x0 apart have a Coulomb energy of 0.08 kT. A Debye–Hückel estimate of the correlation energy at the surface density, q²/(8πεL_s), is 0.06 kT. The mean-field treatment is thus good to a few percent, which is coarser than the donor corrections at 100 to 300 nm.
- Fermi statistics replaces nkT by the Fermi pressure in the balance of (d). At the same n_s this raises the surface field by 0.003%.
- F_s is about 3% of a rough silicon breakdown field of 300 kV/cm.
- Bulk holes are roughly 10⁻⁴ of bulk electrons at 300 K. Near a rough 370 K the intrinsic density reaches n_b, and the donor description fails.

The assumption of a uniform, charge-free interface can also fail. Good oxides carry, very roughly, 10¹⁰ to 10¹¹ fixed charges per cm², comparable with N here. If positive oxide charge doubled N at fixed gate charge, x0 would fall to 29 nm and n_s would rise to 4 × 10¹⁶ cm⁻³. Such charges are also discrete. At a density N their mean spacing is N^{−1/2} = 42 nm, close to x0, so the layer would vary along the surface and a one-dimensional model would give at best an average. The low doping is essential as well. With n_b = 10¹⁵ cm⁻³ and the same n_s, the density could fall only tenfold before reaching the bulk value, and no inverse-square range would exist.

A scaled transistor in strong accumulation may hold roughly 10¹³ cm⁻². The relations in (d) would then give x0 = 57.8 nm × (5.78 × 10¹⁰/10¹³) = 0.33 nm and n_s = 3 × 10²⁰ cm⁻³. The first is far below the thermal wavelengths, and the second is about 11 times the effective density of states, 2.74 × 10¹⁹ cm⁻³. Both values show that the classical Boltzmann model does not apply near such a surface; quantized, degenerate electrons must be treated there.

Computed values

```
Temperature: 300 K; Vt = 25.852 mV
Silicon, oxide relative permittivity: 11.7, 3.9
Surface density n_s: 1.0e+16 cm^-3
Bulk density n_b: 1.0e+12 cm^-3
Surface Debye length L_s: 40.88 nm
Shift x0: 57.82 nm
Bulk Debye length L_b: 4088 nm
Surface field, ideal: 8.942 kV/cm
Surface field, with donors: 8.938 kV/cm
Sheet density N: 5.782e+10 cm^-2
Sheet charge qN: 9.264e-03 uC/cm^2
Band bending to the bulk: 0.2381 eV
Oxide thickness: 10 nm; drop 26.83 mV
Gate voltage above flat band: 0.2649 V
Depth nm | ideal n cm^-3 | drop mV | ln(n/ideal) full, formula
    0 | 1.000e+16 | 0.0 | 0.00000, 0.00000
   10 | 7.268e+15 | 8.2 | 0.00018, 0.00018
   50 | 2.876e+15 | 32.2 | 0.00092, 0.00092
  100 | 1.342e+15 | 51.9 | 0.00207, 0.00207
  300 | 2.611e+14 | 94.2 | 0.00919, 0.00917
 1000 | 2.988e+13 | 150.3 | 0.05702, 0.05648
 3000 | 3.575e+12 | 205.2 | 0.29281, 0.27416
Test, n_b/n_s: 1e-10
Test, largest profile error to 100 x0: 5.3e-06
Test, measured shift / L_s: 1.414215
Test, sheet fraction within x0: 0.500000
Test, sheet fraction within 9 x0: 0.900000
Slope 5% too strong: deep |u'| L_s = 0.4528
Slope 5% too weak: minimum n/n_s = 0.0975
  reached at depth 5.676 L_s
Band density of states N_c: 2.74e+19 cm^-3
Degeneracy, change of surface field: 0.0032 %
Valley masses: 0.916, 0.19 electron masses
Thermal wavelengths: 4.50, 9.87 nm
Quantum missing length, computed: 1.94 nm
Quarter wavelength, valley mean: 2.02 nm
Missing length / x0: 3.3 %
Quantum/classical density at 2 nm: 0.566
Quantum/classical density at 5 nm: 0.972
Quantum/classical density at 10 nm: 1.001
Quantum/classical density at 20 nm: 1.001
Coulomb length q^2/(4 pi eps kT): 4.76 nm
Coulomb length / x0: 0.082
Image energy at 5 nm, no gate: 0.119 kT
Image energy at 20 nm, no gate: 0.030 kT
Surface field / rough breakdown field: 0.030
Oxide field: 0.0268 MV/cm
Oxide barrier 3.1 eV, mass 0.4: exponent 114
Bulk holes / electrons, rough: 1e-04
Intrinsic density reaches n_b near: 368 K (rough)
```
